\section*{Counted Ion Implantation: The Yield of Sites Holding One Ion, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the counting law}

A quantum device may need one implanted ion at a chosen site. The number of ions in a weak beam pulse is random, so the beam is sent in short pulses, a detector watches for the signal that an ion makes on impact, and the beam is stopped when a signal appears. This problem asks how often such a site holds one ion, and what spoils the count.

The following assumptions hold until a part changes them.
\begin{itemize}
\item The pulses are independent and alike. The number $n$ of ions in a pulse follows the Poisson law with mean $m>0$,
\begin{equation}
p_n=e^{-m}\frac{m^n}{n!},\qquad n=0,1,2,\dots
\end{equation}
\item Each ion is detected with probability $q$, where $0<q\le 1$, independently of all other ions. An ion that is not detected is called missed.
\item The detector reports whether a pulse gave a signal. It does not report how many ions made it. A pulse without any detected ion is silent; there are no dark counts.
\item A pulse, once begun, is delivered in full. The beam is stopped after the first pulse with a signal and before the next pulse. The number of pulses is not capped.
\item Every ion that arrives stays in the target. The total $N$ at a site therefore includes the missed ions of earlier pulses and all ions of the last pulse.
\end{itemize}

\subsection*{(a) When does the beam stop?}

\textit{Find the probability that a pulse is silent. Show that the procedure ends with probability one, and find the mean number of pulses used.}

\textbf{Solution.} A pulse with $n$ ions is silent if all $n$ are missed, which has probability $(1-q)^n$. For $n=0$ this equals one, as it should without dark counts. Summing over $n$ gives
\begin{align}
P(\text{silent})&=\sum_{n=0}^{\infty}e^{-m}\frac{m^n}{n!}(1-q)^n
=e^{-m}\sum_{n=0}^{\infty}\frac{[(1-q)m]^n}{n!}\nonumber\\
&=e^{-m}e^{(1-q)m}=e^{-qm}.
\end{align}
This is the probability that a Poisson variable of mean $qm$ vanishes, and $qm$ is the mean number of detected ions in a pulse.

Let $K$ be the number of pulses used, including the last. More than $k$ pulses are needed if the first $k$ are all silent, so
\begin{equation}
P(K>k)=e^{-qmk}.
\end{equation}
Since $qm>0$, this tends to zero as $k$ grows, and the procedure ends with probability one. The mean follows from counting pulses one at a time. Pulse number $k+1$ is used if $K>k$, and it then adds one to the count. Hence
\begin{equation}
\langle K\rangle=\sum_{k=0}^{\infty}P(K>k)=\sum_{k=0}^{\infty}\left(e^{-qm}\right)^k=\frac{1}{1-e^{-qm}}.
\end{equation}
For $qm\ll1$ the denominator is close to $qm$, and about $1/(qm)$ pulses are needed. A weak beam is slow because most of its pulses are empty.

\subsection*{(b) How often does the site hold one ion?}

\textit{Find $P(N=1)$.}

\textbf{Solution.} Suppose that the beam stops after pulse $k$. That pulse gave a signal, and without dark counts a signal requires an ion. The last pulse therefore holds at least one ion. If the total is to be one, the last pulse must hold one ion, which is detected, and each of the $k-1$ earlier pulses must be empty. It is not enough that the earlier pulses were silent, because a silent pulse may have brought a missed ion.

An empty pulse has probability $p_0=e^{-m}$. A pulse with one ion, which is detected, has probability $qp_1=qm\,e^{-m}$. The pulses are independent, so
\begin{equation}
P(N=1,K=k)=e^{-m(k-1)}\,qm\,e^{-m}.
\end{equation}
The events for different $k$ exclude one another, and their probabilities add:
\begin{align}
P(N=1)&=qm\,e^{-m}\sum_{k=1}^{\infty}\left(e^{-m}\right)^{k-1}
=\frac{qm\,e^{-m}}{1-e^{-m}}.
\end{align}
Multiplying numerator and denominator by $e^{m}$ gives
\begin{equation}
P(N=1)=\frac{qm}{e^{m}-1}.
\label{eq:main}
\end{equation}
This probability will be called the yield.

The sum shows what a cap would do. If a site is abandoned after $M$ pulses without a signal, the sum ends at $k=M$ and equals $(1-e^{-mM})/(1-e^{-m})$. The probability of a site that was stopped by a signal and holds one ion is then smaller than \eqref{eq:main} by the factor $1-e^{-mM}$. The cap hardly changes this probability if $mM\gg1$. With a poor detector many sites may still be abandoned, since a fraction $e^{-qmM}$ of them gives no signal in $M$ pulses.

\subsection*{(c) Which pulse decides?}

\textit{Rederive the yield without a sum over pulses, for an arbitrary distribution $p_n$ of ions in a pulse. Which property of the detector matters? Divide the failures into two exclusive causes.}

\textbf{Solution.} Empty pulses change nothing: they bring no ion and give no signal. The first event of interest is the first pulse that is not empty. Its number of ions has the distribution $p_n$ under the condition $n\ge1$, that is, $p_n/(1-p_0)$. There are three cases.
\begin{enumerate}
\item The pulse holds one ion, which is detected. The beam stops, and $N=1$.
\item The pulse holds one ion, which is missed. The beam goes on, and it can be stopped only by a signal from a further ion. At the end $N\ge2$.
\item The pulse holds two or more ions. Then $N\ge2$, whether the detector responds or not.
\end{enumerate}
The first case alone is a success, so
\begin{equation}
P(N=1)=q\,\frac{p_1}{1-p_0}.
\label{eq:general}
\end{equation}
For the Poisson law, $p_1/(1-p_0)=m e^{-m}/(1-e^{-m})=m/(e^m-1)$, and \eqref{eq:main} returns.

Equation \eqref{eq:general} contains the detector through one number, the probability $q$ that an ion arriving alone is detected. Two ions in one pulse may give a larger signal than one ion, and the assumption of independent detection may then fail for them. This changes how many ions the bad sites hold and how many pulses are used, but it does not change the fraction of good sites.

The two failures have probabilities
\begin{align}
P(\text{several in first non-empty pulse})&=1-\frac{m}{e^m-1},\label{eq:several}\\
P(\text{one in that pulse, missed})&=(1-q)\frac{m}{e^m-1}.\label{eq:missed}
\end{align}
Their sum is $1-qm/(e^m-1)$, as it must be. The first is a property of the beam and remains for a perfect detector. The second is due to the detector. A weaker beam reduces the first but not the second, which tends to $1-q$ as $m\to0$.

\subsection*{(d) What does the last pulse tell?}

\textit{The last pulse is the one that gave the signal. Find the probability that it holds one ion, and explain how this differs from the yield.}

\textbf{Solution.} The last pulse is an ordinary pulse under the condition that it gives a signal. That condition has probability $1-e^{-qm}$ by part (a). Therefore
\begin{equation}
L\equiv P(\text{last pulse holds one ion})=\frac{qm\,e^{-m}}{1-e^{-qm}}.
\end{equation}
This ignores ions left by earlier silent pulses. Let $E$ be the probability that all earlier pulses were empty. For a stop at pulse $k$ this requires $k-1$ empty pulses and then a signal, so
\begin{equation}
E=\sum_{k=1}^{\infty}e^{-m(k-1)}\left(1-e^{-qm}\right)=\frac{1-e^{-qm}}{1-e^{-m}}.
\end{equation}
The content of the last pulse is independent of what came before. Whatever the value of $K$ and whatever the earlier pulses held, the last pulse is a fresh draw under the condition of a signal. The two probabilities may be multiplied:
\begin{equation}
LE=\frac{qm\,e^{-m}}{1-e^{-qm}}\cdot\frac{1-e^{-qm}}{1-e^{-m}}=\frac{qm}{e^m-1}.
\end{equation}

For $q<1$ the two factors respond to the beam in opposite ways. To first order in $m$, the expansion $1-e^{-x}=x(1-x/2+\dots)$ gives
\begin{align}
L&\simeq\frac{1-m}{1-qm/2}\simeq1-\left(1-\frac q2\right)m,\\
E&\simeq q\,\frac{1-qm/2}{1-m/2}\simeq q\left[1+\frac{(1-q)m}{2}\right].
\end{align}
For a weak beam $L$ tends to one: the pulse that gave the signal almost surely held a single ion. Yet $E$ tends to $q$: the ions then arrive one at a time, and the pulses before the signal were all empty only if the first ion was detected. A detector that could count the ions it detects in the last pulse would, for $q$ close to one, identify most of the sites spoiled there, but it would not reveal the missed ions.

\subsection*{(e) How should the pulse mean be chosen?}

\textit{At fixed $q$, show how the yield depends on $m$. Find its limits and its expansion for small $m$. What is the price of a higher yield?}

\textbf{Solution.} Write the yield as $q$ divided by $(e^m-1)/m$. The exponential series gives
\begin{equation}
\frac{e^m-1}{m}=\sum_{k=0}^{\infty}\frac{m^k}{(k+1)!}=1+\frac m2+\frac{m^2}{6}+\dots
\end{equation}
Every term after the first increases with $m$, so the yield decreases steadily. It approaches $q$ as $m\to0$ and lies below $q$ for every $m>0$. For $m\gg1$ it falls as $qm\,e^{-m}$, since the first pulse then almost surely brings many ions.

To invert the series to second order, use $1/(1+x)=1-x+x^2-\dots$ with $x=m/2+m^2/6$. The terms in $m^2$ are $-m^2/6$ from $-x$ and $+m^2/4$ from $x^2$, which add to $m^2/12$. Thus
\begin{equation}
P(N=1)=q\left(1-\frac m2+\frac{m^2}{12}+\dots\right).
\label{eq:series}
\end{equation}
The term $m/2$ has a direct meaning. For small $m$, the chance that a non-empty pulse holds two ions is $p_2/(1-p_0)\simeq(m^2/2)/m=m/2$.

Because the yield is continuous and decreasing, a required yield $Y<q$ is reached at one value of $m$, and any smaller $m$ does better. A requirement $Y\ge q$ cannot be met by weakening the beam.

The price is time. To leading order the shortfall from the ceiling is $q-P(N=1)\simeq qm/2$, while $\langle K\rangle\simeq1/(qm)$. Their product is
\begin{equation}
\left[q-P(N=1)\right]\langle K\rangle\simeq\frac12 .
\end{equation}
For a weak beam, halving the shortfall doubles the number of pulses.

\subsection*{(f) A worked example}

\textit{Phosphorus ions are implanted one by one into silicon to make donor qubits. Take $m=0.10$, $q=0.98$, pulses of $10\ \mu$s and a pulse period of $1$ ms. Find the yield, the causes of failure, the time per site and the beam current. Then find the pulse mean that gives a yield of $0.95$.}

\textbf{Solution.} Equation \eqref{eq:main} gives
\begin{equation}
P(N=1)=\frac{0.98\times0.10}{e^{0.10}-1}=0.932 .
\end{equation}
By \eqref{eq:several} and \eqref{eq:missed}, a first non-empty pulse with several ions spoils $4.9\%$ of the sites, and a missed single ion spoils $1.9\%$. At these values the beam causes more failures than the detector. The factors of part (d) are $L=0.950$ and $E=0.981$. Judging a site by its last pulse alone would thus overstate the yield by $1.8$ percentage points.

The mean number of pulses is $1/(1-e^{-0.098})=10.7$. With one period of $1$ ms counted for each pulse, a site takes $10.7$ ms on average. For singly charged ions the mean current during a pulse of length $\tau$ is
\begin{equation}
I=\frac{em}{\tau}=\frac{e\times0.10}{10\ \mu\text{s}}=1.6\ \text{fA}.
\end{equation}

With $q$ held at $0.98$, other pulse means give the following values.
\begin{center}
\begin{tabular}{ccc}
$m$ & $P(N=1)$ & $\langle K\rangle$\\
\hline
0.01 & 0.975 & 102.5\\
0.03 & 0.965 & 34.5\\
0.10 & 0.932 & 10.7\\
0.30 & 0.840 & 3.9\\
1.00 & 0.570 & 1.6
\end{tabular}
\end{center}
Solving $0.98\,m/(e^m-1)=0.95$ by numerical root finding gives $m\simeq0.062$. The root is the largest pulse mean that meets the requirement, and it needs $17$ pulses on average. At the same pulse period, raising the yield from $0.932$ to $0.950$ makes each site take about $1.6$ times as long.

\section*{Second half: the full distribution and real conditions}

The symbols are those of the first half. A pulse brings a Poisson number of ions with mean $m$, each detected with probability $q$, and the beam stops after the first pulse with a signal. $N$ is the number of ions at the site and $K$ the number of pulses used. Without dark counts,
\begin{equation}
P(N=1)=\frac{qm}{e^m-1},\qquad \langle K\rangle=\frac1{1-e^{-qm}}.
\label{eq:recall}
\end{equation}
For any distribution $p_n$ of ions in a pulse, the yield is $P(N=1)=q\,p_1/(1-p_0)$. The example has $m=0.10$, $q=0.98$, a yield of $0.932$ and $\langle K\rangle=10.7$. Below, a change of the yield is given in percentage points relative to this value, with $m$ and $q$ held fixed and one effect added at a time.

We have found that the yield is $qm/(e^m-1)$, which a weaker beam brings closer to its ceiling $q$ at the price of more pulses. It remains to find the full distribution of $N$ and to see how incomplete activation, dark counts, beam fluctuations, leakage, a late stop and reflection change the result.

All numerical values are calculated from the stated model.
